# High-energy photoionization of hydrogenic s states: the seven-halves law, part 1

(Sections cited here and not found follow in the second part.)

## I. The law and the outgoing electron

### A special case: the electron leaves as a free wave

Take one electron in the 1s state of a fixed point charge $Z$,

$$\psi(\mathbf r)=\sqrt{Z^3/\pi}\;e^{-Zr},\qquad E_{1s}=-\tfrac12Z^2 ,$$

and let it absorb a photon of energy $\omega$. Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are 1, and the speed of light is $c\approx137$. As a first attempt, let the ejected electron ignore the charge it leaves behind, so that its final state is a plane wave of momentum $\mathbf k$.

The absorption rate is needed first. The electron has charge $-1$, so in a light wave its kinetic energy is $\frac12(\mathbf p+\mathbf A/c)^2$. In the dipole approximation the vector potential does not vary over the atom: $\mathbf A=A_0\boldsymbol\varepsilon\cos\omega t$, with $\boldsymbol\varepsilon$ a real unit vector. The term in $A^2$ is then a function of time alone and causes no transitions. The part of $\mathbf A\cdot\mathbf p/c$ that absorbs energy is $(A_0/2c)\,\boldsymbol\varepsilon\cdot\mathbf p\,e^{-i\omega t}$, and the golden rule gives the rate

$$w=2\pi\frac{A_0^2}{4c^2}\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf p|i\rangle|^2\,\delta(E_f-E_i-\omega).$$

The electric field has amplitude $\omega A_0/c$, so the mean intensity is $\frac{c}{8\pi}(\omega A_0/c)^2=\omega^2A_0^2/(8\pi c)$. The cross section is the absorbed power $\omega w$ divided by this intensity:

$$\sigma=\frac{4\pi^2}{c\,\omega}\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf p|i\rangle|^2\,\delta(E_f-E_i-\omega). \tag{1}$$

For a plane wave, $\langle\mathbf k|\boldsymbol\varepsilon\cdot\mathbf p|i\rangle=(\boldsymbol\varepsilon\cdot\mathbf k)\,\varphi(k)$, where $\varphi$ is the Fourier transform of the 1s state. The angular integration leaves

$$\int e^{-i\mathbf k\cdot\mathbf r}e^{-Zr}d^3r=\frac{4\pi}{k}\int_0^\infty r\sin(kr)\,e^{-Zr}dr=\frac{4\pi}{k}\,\frac{2kZ}{(k^2+Z^2)^2},$$

where the last integral is $-d/dZ$ of $\int_0^\infty\sin(kr)e^{-Zr}dr=k/(k^2+Z^2)$. Multiplication by $\sqrt{Z^3/\pi}$ gives

$$\varphi(k)=\frac{8\sqrt\pi\,Z^{5/2}}{(k^2+Z^2)^2}.$$

The sum over final states is $\int d^3k/(2\pi)^3$. The average of $(\boldsymbol\varepsilon\cdot\mathbf k)^2$ over directions is $k^2/3$, and the delta function of energy turns $\int k'^2dk'$ into $k$. Energy conservation reads $k^2+Z^2=2\omega$. Hence

$$\sigma_{\rm plane}=\frac{4\pi^2}{c\omega}\cdot\frac{4\pi k}{8\pi^3}\cdot\frac{k^2}{3}\,\varphi^2
=\frac{2k^3}{3c\omega}\cdot\frac{64\pi Z^5}{(2\omega)^4}
=\frac{8\pi Z^5k^3}{3c\,\omega^5}. \tag{2}$$

At high energy $k^3\to(2\omega)^{3/2}=2\sqrt2\,\omega^{3/2}$, and $\sigma_{\rm plane}\to(16\sqrt2\,\pi/3c)\,Z^5\omega^{-7/2}$. The power can be counted: $1/\omega$ from the light wave, $k$ from the density of final states, $k^2$ from the momentum operator and $k^{-8}$ from the squared Fourier transform make $\omega^{-1}k^{-5}\propto\omega^{-7/2}$.

This is not yet a proof, because a plane wave is not a state of the electron in the field of the charge. A second calculation shows that the point matters. With $H=\frac12p^2-Z/r$ one has $[\mathbf r,H]=i\mathbf p$, so between two eigenstates of $H$

$$\langle f|\mathbf p|i\rangle=-i\langle f|[\mathbf r,H]|i\rangle=i\omega\langle f|\mathbf r|i\rangle. \tag{3}$$

The velocity form (left) may then be replaced by the length form (right). With a plane wave in the length form,

$$\omega\,|\langle\mathbf k|\boldsymbol\varepsilon\cdot\mathbf r|i\rangle|=\omega\,|\boldsymbol\varepsilon\cdot\nabla_k\varphi|=\omega\,\frac{4|\boldsymbol\varepsilon\cdot\mathbf k|\,\varphi}{k^2+Z^2}=2\,|\boldsymbol\varepsilon\cdot\mathbf k|\,\varphi ,$$

since $k^2+Z^2=2\omega$. The amplitude is twice the former one and the cross section four times as large, at every energy. Both forms give the power $-7/2$, but they cannot both give the right coefficient. The true Coulomb wave has to decide.

### The theorem

**Assumptions.** One electron is bound in an $ns$ state of a fixed point charge $Z$. It moves nonrelativistically. The light acts in first order and in the dipole approximation. The final state is an exact continuum state of the same Coulomb field. Define

$$k=\sqrt{2\omega-Z^2/n^2},\qquad \nu=Z/k .$$

**Theorem.** For fixed $n$, as $\nu\to0$,

$$\boxed{\;\sigma_{ns}=\frac{16\sqrt2\,\pi}{3c}\,\frac{Z^5}{n^3}\,\omega^{-7/2}\left[1-\pi\nu+O(\nu^2)\right]\;} \tag{4}$$

The cross section is per electron. The power law is thus a limit, and the correction to it falls off slowly, as $\omega^{-1/2}$. The expression in front of the bracket is called the law below.

The proof writes the cross section as one radial integral, solves for the outgoing wave, and evaluates the integral in closed form.

### Lemma 1: reduction to a radial integral

**Lemma 1.** Let $R(r)$ be the normalised radial function of the $ns$ state, and let $F(r)$ be the regular real solution of

$$F''+\Big(k^2+\frac{2Z}{r}-\frac{2}{r^2}\Big)F=0 \tag{5}$$

with unit amplitude at large $r$. Then

$$\sigma_{ns}=\frac{8\pi}{3c\,\omega k}\,I^2,\qquad I=\int_0^\infty F(r)\,r\,R'(r)\,dr. \tag{6}$$

**Proof.** Put $\boldsymbol\varepsilon$ along $z$. The initial state is $R(r)Y_{00}$, and its derivative is

$$\partial_z(RY_{00})=R'\cos\theta\,Y_{00}=\tfrac{1}{\sqrt3}R'\,Y_{10},$$

because $Y_{10}=\sqrt3\cos\theta\,Y_{00}$. The final state is therefore a p wave, $R_E(r)Y_{10}$, where $R_E=NF/r$ obeys the radial equation with $l=1$, which is (5).

The factor $N$ follows from the normalisation $\int R_ER_{E'}r^2dr=\delta(E-E')$. For two momenta $k$ and $k'$, equation (5) gives

$$\frac{d}{dr}\left(F_kF_{k'}'-F_{k'}F_k'\right)=(k^2-k'^2)F_kF_{k'} .$$

Integrate from 0 to a large radius $r_m$. The bracket vanishes at the origin. At $r_m$ one may put $F_k=\sin\theta_k$ and $F_k'=k\cos\theta_k$, where $\theta_k=kr_m+(Z/k)\ln(2kr_m)+{}$a constant; Lemma 2 confirms this form. Products of sines and cosines are written as sums, and the result is

$$\int_0^{r_m}F_kF_{k'}dr=\frac{\sin(\theta_k-\theta_{k'})}{2(k-k')}-\frac{\sin(\theta_k+\theta_{k'})}{2(k+k')} .$$

The second term oscillates ever faster in $k$ and drops out under an integral over $k$. In the first, $\theta_k-\theta_{k'}$ is $(k-k')$ times a factor that grows like $r_m$, since the logarithm grows more slowly. That term tends to $\frac{\pi}{2}\delta(k-k')$. With $E=k^2/2$, $\delta(k-k')=k\,\delta(E-E')$, so $N^2=2/(\pi k)$.

In (1) the sum over final states becomes $\int dE$, and the delta function selects $E=k^2/2$:

$$\sigma=\frac{4\pi^2}{c\omega}\cdot\frac13\cdot\frac{2}{\pi k}\Big(\int F\,r\,R'\,dr\Big)^2=\frac{8\pi}{3c\omega k}I^2.\qquad\blacksquare$$

### Lemma 2: the Coulomb p wave

**Lemma 2.** The function $F$ of Lemma 1 is

$$F=C\,k^2r^2e^{-ikr}M(2+i\nu,4,2ikr),\qquad C^2=\frac{1+\nu^2}{9}\,\frac{2\pi\nu}{1-e^{-2\pi\nu}}, \tag{7}$$

where $M(a,b,z)=\sum_m\frac{(a)_m}{(b)_m}\frac{z^m}{m!}$ and $(a)_m=a(a+1)\cdots(a+m-1)$.

**Proof.** Near the origin the regular solution of (5) behaves as $r^2$. Put $F\propto r^2e^{-ikr}v(r)$. Two differentiations give

$$F''\propto e^{-ikr}\left[r^2v''+(4r-2ikr^2)v'+(2-4ikr-k^2r^2)v\right].$$

Adding $(k^2r^2+2Zr-2)v$ from the rest of (5) and dividing by $r$ leaves

$$r\,v''+(4-2ikr)v'-(4ik-2Z)v=0 .$$

With $z=2ikr$ one has $v'=2ik\,v_z$ and $rv''=2ik\,z\,v_{zz}$. Division by $2ik$ gives

$$z\,v_{zz}+(4-z)v_z-(2+i\nu)v=0,$$

because $-2Z/(2ik)=i\nu$. Insertion of a power series $\sum_m v_mz^m$ gives $(m+1)(m+4)v_{m+1}=(m+2+i\nu)v_m$, which is the series of $M(2+i\nu,4,z)$.

For the amplitude, use the integral

$$M(2+i\nu,4,z)=\frac{6}{|\Gamma(2+i\nu)|^2}\int_0^1e^{zt}\,t^{1+i\nu}(1-t)^{1-i\nu}dt ,$$

which is verified by expanding $e^{zt}$ and using the Beta integral for each power. Hence

$$e^{-ikr}M=\frac{6}{|\Gamma(2+i\nu)|^2}\,J,\qquad J=\int_0^1e^{ikr(2t-1)}t^{1+i\nu}(1-t)^{1-i\nu}dt .$$

The substitution $t\to1-t$ turns $J$ into its complex conjugate, so $J$ is real. For large $r$, bend the path of integration into the two vertical lines $t=iy$ and $t=1+iy$, on which the integrand decays as $e^{-2kry}$. Small $y$ then dominates. The line that ends at $t=1$ is traversed downwards and contributes

$$e^{ikr}\int_0^\infty(-i)(-iy)^{1-i\nu}e^{-2kry}dy=e^{ikr}(-i)^{2-i\nu}\,\Gamma(2-i\nu)\,(2kr)^{-2+i\nu},$$

up to terms smaller by a factor of order $1/(kr)$. Here $(-i)^{2-i\nu}=-e^{-\pi\nu/2}$. The other line contributes the complex conjugate. Together,

$$J\to-\frac{2\,|\Gamma(2+i\nu)|\,e^{-\pi\nu/2}}{4k^2r^2}\cos\left(kr+\nu\ln2kr-\arg\Gamma(2+i\nu)\right).$$

Therefore $F$ has the amplitude $3C\,e^{-\pi\nu/2}/|\Gamma(2+i\nu)|$, and unit amplitude requires

$$C^2=\tfrac19\,|\Gamma(2+i\nu)|^2\,e^{\pi\nu}.$$

From $\Gamma(2+i\nu)=(1+i\nu)\Gamma(1+i\nu)$ and the reflection formula,

$$|\Gamma(2+i\nu)|^2=(1+\nu^2)\frac{\pi\nu}{\sinh\pi\nu},$$

and $e^{\pi\nu}/\sinh\pi\nu=2/(1-e^{-2\pi\nu})$ gives (7). $\blacksquare$

For $\nu\to0$, $C^2\to1/9$, the value for a free p wave. For $\nu>0$ the attraction raises the wave near the charge.

### Lemma 3: the radial integral

**Lemma 3.** For $\lambda>0$,

$$L(\lambda)\equiv\int_0^\infty r^3e^{-\lambda r}e^{-ikr}M(2+i\nu,4,2ikr)\,dr=\frac{6\,e^{-2\nu\arctan(k/\lambda)}}{(\lambda^2+k^2)^2}. \tag{8}$$

Consequently, for $j=0,1,2,\dots$,

$$\int_0^\infty F\,r\cdot r^je^{-\lambda r}dr=C\,k^2\left(-\frac{d}{d\lambda}\right)^jL(\lambda). \tag{9}$$

**Proof.** Write $a=2+i\nu$ and $s=\lambda+ik$. Take $\lambda>2k$ first, so that the series of $M$ may be integrated term by term with absolute convergence. Since $\int_0^\infty r^{m+3}e^{-sr}dr=(m+3)!/s^{m+4}=6\,(4)_m/s^{m+4}$, the factors $(4)_m$ cancel:

$$L=\frac{6}{s^4}\sum_m\frac{(a)_m}{m!}\Big(\frac{2ik}{s}\Big)^m=\frac{6}{s^4}\Big(1-\frac{2ik}{s}\Big)^{-a}=6\,(\lambda+ik)^{a-4}(\lambda-ik)^{-a}.$$

The last form uses $1-2ik/s=(\lambda-ik)/(\lambda+ik)$. Both sides are analytic for ${\rm Re}\,\lambda>0$: the integral because $F$ is bounded, the right side because $\lambda\pm ik$ does not vanish for real $\lambda>0$ and its principal powers are analytic along that axis. The equality thus extends to all $\lambda>0$. The exponents are $-2+i\nu$ and $-2-i\nu$, so

$$L=\frac{6}{(\lambda^2+k^2)^2}\exp\{i\nu[\ln(\lambda+ik)-\ln(\lambda-ik)]\},$$

and the difference of logarithms is $2i\arctan(k/\lambda)$. This is (8). By (7), $Fr=Ck^2r^3e^{-ikr}M$, and each factor $r$ under the integral is produced by $-d/d\lambda$, which gives (9). $\blacksquare$

## II. Proof of the law and its range

The symbols carried over are these. The photon energy is $\omega$, the momentum of the free electron is $k=\sqrt{2\omega-Z^2/n^2}$, and $\nu=Z/k$. The bound radial function is $R$, and $F$ is the outgoing p wave of unit amplitude. The first half gives

$$\sigma_{ns}=\frac{8\pi}{3c\omega k}I^2,\qquad I=\int_0^\infty F\,r\,R'dr,\qquad C^2=\frac{1+\nu^2}{9}\frac{2\pi\nu}{1-e^{-2\pi\nu}},$$

and the integral of $F\,r\,r^je^{-\lambda r}$ is $Ck^2(-d/d\lambda)^jL(\lambda)$, with $L=6(\lambda^2+k^2)^{-2}e^{-2\nu\arctan(k/\lambda)}$.

### Proposition: the 1s state at any energy

For $n=1$, $R=2Z^{3/2}e^{-Zr}$ and $R'=-2Z^{5/2}e^{-Zr}$. Only $j=0$ enters, at $\lambda=Z$. Since $Z^2+k^2=2\omega$ and $\arctan(k/Z)={\rm arccot}\,\nu$,

$$I^2=4Z^5\,C^2k^4\,\frac{36}{(2\omega)^4}\,e^{-4\nu\,{\rm arccot}\,\nu}.$$

Insert $C^2$. The numbers give $4\cdot36/(9\cdot16)=1$, and $(1+\nu^2)\,2\pi\nu\,k^4=(2\omega/k^2)(2\pi Z/k)k^4=4\pi Z\omega k$. So

$$I^2=\frac{4\pi Z^6k}{\omega^3}\,\frac{e^{-4\nu\,{\rm arccot}\,\nu}}{1-e^{-2\pi\nu}},\qquad
\sigma_{1s}=\frac{32\pi^2}{3c}\,\frac{Z^6}{\omega^4}\,\frac{e^{-4\nu\,{\rm arccot}\,\nu}}{1-e^{-2\pi\nu}}. \tag{10}$$

At threshold $\nu\to\infty$ and $\nu\,{\rm arccot}\,\nu\to1$, so the cross section starts at a finite value, $6.30\times10^{-18}$ cm² for $Z=1$. The prefactor $\omega^{-4}$ is not the asymptotic power: at high energy the denominator tends to $2\pi\nu\propto\omega^{-1/2}$, which raises the power by one half.

### Lemma 4: the bound state at the nucleus

**Lemma 4.** For an $ns$ state, $R'(0)=-ZR(0)$ and $R(0)^2=4Z^3/n^3$.

This part has reduced the cross section to a radial integral, evaluated the integrals it needs in closed form with the exact Coulomb wave, and obtained the 1s cross section at any energy. What remains is to prove Lemma 4 and the theorem, and then to examine the law's range and apply the results to hydrogen at 13.5 nm.
